# Why [100] is not normal to (100) in beta-Ga2O3: a program that tests the result

```python
"""Result under test: in a monoclinic cell (unique axis b, angle beta between
a and c) the direction [100] and the normal of the plane (100) enclose the
angle |beta - 90 deg|, independent of the lengths a, b, c.
Symbols: G = metric matrix of dot products of the cell vectors;
uvw = direction indices; hkl = plane indices; normal = unit plane normal.
Lengths of the cell are in nm, layer lengths in um, angles in degrees.
The metric route (G only) is compared with Cartesian geometry.
"""
import itertools
import numpy as np


def metric(a, b, c, beta):
    cb = np.cos(np.radians(beta))
    return np.array([[a * a, 0, a * c * cb],
                     [0, b * b, 0],
                     [a * c * cb, 0, c * c]])


def metric_angle(G, uvw, hkl):
    u, h = np.array(uvw, float), np.array(hkl, float)
    cosine = h @ u / np.sqrt((u @ G @ u) * (h @ np.linalg.inv(G) @ h))
    return np.degrees(np.arccos(np.clip(cosine, -1, 1)))


def cell_vectors(a, b, c, beta):
    t = np.radians(beta)
    return np.array([[a, 0, 0], [0, b, 0],
                     [c * np.cos(t), 0, c * np.sin(t)]])


def vector_angle(p, q):
    return np.degrees(np.arctan2(np.linalg.norm(np.cross(p, q)), p @ q))


def plane_normal(cell, hkl):
    """Unit normal from axis intercepts; a zero index means parallel."""
    nonzero = [i for i in range(3) if hkl[i] != 0]
    first = nonzero[0]
    start = cell[first] / hkl[first]
    in_plane = [cell[i] / hkl[i] - start if hkl[i] != 0 else cell[i]
                for i in range(3) if i != first]
    n = np.cross(in_plane[0], in_plane[1])
    n = n / np.linalg.norm(n)
    return n if n @ start > 0 else -n


# General angle formula against intercept geometry, for several cells
rng = np.random.default_rng(4)
for trial in range(200):
    a, b, c = rng.uniform(0.3, 1.5, 3)
    beta = rng.uniform(65, 125)
    G, cell = metric(a, b, c, beta), cell_vectors(a, b, c, beta)
    hkl, uvw = rng.integers(-3, 4, 3), rng.integers(-3, 4, 3)
    if hkl.any() and uvw.any():
        direct = vector_angle(uvw @ cell, plane_normal(cell, hkl))
        assert abs(metric_angle(G, uvw, hkl) - direct) < 1e-4
    # the special result must not depend on a, b, c
    for index in ((1, 0, 0), (0, 0, 1)):
        direct = vector_angle(np.array(index) @ cell,
                              plane_normal(cell, index))
        assert abs(direct - abs(beta - 90)) < 1e-8

# Beta-Ga2O3, rough cell values
a, b, c, beta = 1.22, 0.304, 0.580, 103.8
G, cell = metric(a, b, c, beta), cell_vectors(a, b, c, beta)
sinb, cosb = np.sin(np.radians(beta)), np.cos(np.radians(beta))
Ginv = np.linalg.inv(G)
normal = plane_normal(cell, (1, 0, 0))
assert abs(normal @ cell[1]) < 1e-12 and abs(normal @ cell[2]) < 1e-12
assert abs(Ginv[0, 0] - 1 / (a * sinb) ** 2) < 1e-10
theta = metric_angle(G, (1, 0, 0), (1, 0, 0))
theta001 = metric_angle(G, (0, 0, 1), (0, 0, 1))
theta010 = metric_angle(G, (0, 1, 0), (0, 1, 0))
assert abs(theta - vector_angle(cell[0], normal)) < 1e-6
assert abs(theta - (beta - 90)) < 1e-6
assert theta010 < 1e-5
# turning from a toward c, the normal is met before c
turn = np.degrees(np.arctan2(normal[2], normal[0]))
assert abs(turn - (beta - 90)) < 1e-8

# Equal indices are parallel exactly for eigenvectors of the metric
for vector in np.linalg.eigh(G)[1].T:
    real_normal = vector @ np.linalg.inv(cell).T
    assert vector_angle(vector @ cell, real_normal) < 1e-6
cubic = cell_vectors(0.5, 0.5, 0.5, 90)
aligned = []
for hkl in itertools.product(range(-4, 5), repeat=3):
    if not any(hkl):
        continue
    index = np.array(hkl)
    assert vector_angle(index @ cubic, plane_normal(cubic, hkl)) < 1e-6
    if vector_angle(index @ cell, plane_normal(cell, hkl)) < 0.1:
        aligned.append(hkl)
assert len(aligned) == 8
assert all(h == 0 and l == 0 for h, k, l in aligned)

# Direction that is normal to (100), and the nearby integer one [201]
ratio = -a * cosb / c
exact_direction = cell[0] + ratio * cell[2]
assert vector_angle(exact_direction, normal) < 1e-8
assert abs(Ginv[2, 0] / Ginv[0, 0] - ratio) < 1e-10


def tilt_201(angle):
    t = np.radians(angle)
    return abs(np.degrees(np.arctan((c + 2 * a * np.cos(t))
                                    / (2 * a * np.sin(t)))))


tilts = {}
for angle in (beta - 0.1, beta, beta + 0.1):
    box = cell_vectors(a, b, c, angle)
    tilts[angle] = vector_angle(2 * box[0] + box[2],
                                plane_normal(box, (1, 0, 0)))
    assert abs(tilts[angle] - tilt_201(angle)) < 1e-8

# Spacing of lattice planes by enumeration of the C-centred lattice
heights = []
for i, j, k in itertools.product(range(-2, 3), repeat=3):
    for shift in ((0, 0, 0), (0.5, 0.5, 0)):
        heights.append((np.array([i, j, k]) + shift) @ cell @ normal)
levels = np.unique(np.round(heights, 9))
plane_gap = np.min(np.diff(levels))
index_spacing = 1 / np.sqrt(Ginv[0, 0])
assert abs(index_spacing - a * sinb) < 1e-10
assert abs(plane_gap - a * sinb / 2) < 1e-8

# Line along [100] through a layer with (100) faces
thickness = 10.0
unit_a = cell[0] / a
path = thickness / (unit_a @ normal)
exit_shift = np.linalg.norm(path * unit_a - thickness * normal)
assert abs(path - thickness / sinb) < 1e-9
assert abs(exit_shift - thickness * abs(cosb) / sinb) < 1e-9

# Largest difference of thermal conductivity along normal and along [100]
kappa1, kappa2 = 10.0, 15.0
scan = np.linspace(0, np.pi, 3601)


def in_plane_tensor(value1, value2, phi):
    p = np.array([np.cos(phi), 0, np.sin(phi)])
    q = np.array([-np.sin(phi), 0, np.cos(phi)])
    return value1 * np.outer(p, p) + value2 * np.outer(q, q)


differences = []
for phi in scan:
    K = in_plane_tensor(kappa1, kappa2, phi)
    differences.append(abs(normal @ K @ normal - unit_a @ K @ unit_a))
kappa_error = max(differences)
assert abs(kappa_error - abs(kappa1 - kappa2) * abs(cosb)) < 1e-4
kappa_mean = (kappa1 + kappa2) / 2

# Neglected: miscut of the wafer
miscut = 6.0
m = np.radians(miscut)
side = np.cross(normal, cell[1] / b)
cuts = [vector_angle(cell[0], np.cos(m) * normal + s * np.sin(m) * side)
        for s in (1, -1)]
cut_low, cut_high = min(cuts), max(cuts)
assert abs(cut_low - (theta - miscut)) < 1e-5
assert abs(cut_high - (theta + miscut)) < 1e-5
cut_b = vector_angle(cell[0], np.cos(m) * normal + np.sin(m) * cell[1] / b)
assert abs(cut_b - np.degrees(np.arccos(sinb * np.cos(m)))) < 1e-8

# Neglected: anisotropic thermal expansion, worst orientation of its axes
alpha1, alpha2, heating = 2e-6, 7e-6, 300.0
changes = []
for phi in scan:
    strain = in_plane_tensor(alpha1 * heating, alpha2 * heating, phi)
    hot = cell @ (np.eye(3) + strain)
    changes.append(abs(vector_angle(hot[0], hot[2]) - beta))
beta_change = max(changes)
linear_bound = np.degrees(abs(alpha1 - alpha2) * heating * sinb)
# the bound is first order in a strain of about 1e-3
assert abs(beta_change / linear_bound - 1) < 0.01

print(f"cell length a (rough input): {a:.3f} nm")
print(f"cell length b (rough input): {b:.3f} nm")
print(f"cell length c (rough input): {c:.3f} nm")
print(f"cell angle beta (rough input): {beta:.1f} deg")
print(f"sin(beta): {sinb:.4f}")
print(f"cos(beta): {cosb:.4f}")
print(f"metric element a.a: {G[0, 0]:.4f} nm^2")
print(f"metric element b.b: {G[1, 1]:.4f} nm^2")
print(f"metric element c.c: {G[2, 2]:.4f} nm^2")
print(f"metric element a.c: {G[0, 2]:.4f} nm^2")
print(f"inverse metric element 11: {Ginv[0, 0]:.4f} nm^-2")
print(f"angle [100] to normal of (100): {theta:.2f} deg")
print(f"angle [001] to normal of (001): {theta001:.2f} deg")
print(f"angle [010] to normal of (010): {theta010:.2f} deg")
print(f"turn from a toward c to reach the normal: {turn:.2f} deg")
print(f"aligned triples, indices up to 4 (all 0k0): {len(aligned)}")
print(f"ratio w/u of the direction normal to (100): {ratio:.4f}")
for angle, tilt in tilts.items():
    print(f"[201] to normal of (100), beta {angle:.1f} deg: {tilt:.2f} deg")
print(f"index spacing of (100): {index_spacing:.4f} nm")
print(f"gap of neighbouring lattice planes: {plane_gap:.4f} nm")
print(f"excess of a over index spacing: {100*(a/index_spacing-1):.2f} %")
print(f"layer thickness (input): {thickness:.1f} um")
print(f"path along [100] through layer: {path:.2f} um")
print(f"sideways displacement at exit: {exit_shift:.2f} um")
print(f"principal conductivity 1 (input): {kappa1:.1f} W/(m K)")
print(f"principal conductivity 2 (input): {kappa2:.1f} W/(m K)")
print(f"largest conductivity error: {kappa_error:.2f} W/(m K)")
print(f"same, relative to mean: {100*kappa_error/kappa_mean:.1f} %")
print(f"wafer miscut (rough input): {miscut:.1f} deg")
print(f"[100] to surface normal, miscut toward a: {cut_low:.2f} deg")
print(f"[100] to surface normal, miscut away from a: {cut_high:.2f} deg")
print(f"[100] to surface normal, miscut toward b: {cut_b:.2f} deg")
print(f"principal expansion 1 (rough input): {alpha1:.1e} 1/K")
print(f"principal expansion 2 (rough input): {alpha2:.1e} 1/K")
print(f"heating (input): {heating:.0f} K")
print(f"largest change of beta on heating: {beta_change:.3f} deg")
print(f"first-order bound on that change: {linear_bound:.3f} deg")
print("tests ok")
```

Printed output:

```
cell length a (rough input): 1.220 nm
cell length b (rough input): 0.304 nm
cell length c (rough input): 0.580 nm
cell angle beta (rough input): 103.8 deg
sin(beta): 0.9711
cos(beta): -0.2385
metric element a.a: 1.4884 nm^2
metric element b.b: 0.0924 nm^2
metric element c.c: 0.3364 nm^2
metric element a.c: -0.1688 nm^2
inverse metric element 11: 0.7124 nm^-2
angle [100] to normal of (100): 13.80 deg
angle [001] to normal of (001): 13.80 deg
angle [010] to normal of (010): 0.00 deg
turn from a toward c to reach the normal: 13.80 deg
aligned triples, indices up to 4 (all 0k0): 8
ratio w/u of the direction normal to (100): 0.5017
[201] to normal of (100), beta 103.7 deg: 0.05 deg
[201] to normal of (100), beta 103.8 deg: 0.05 deg
[201] to normal of (100), beta 103.9 deg: 0.15 deg
index spacing of (100): 1.1848 nm
gap of neighbouring lattice planes: 0.5924 nm
excess of a over index spacing: 2.97 %
layer thickness (input): 10.0 um
path along [100] through layer: 10.30 um
sideways displacement at exit: 2.46 um
principal conductivity 1 (input): 10.0 W/(m K)
principal conductivity 2 (input): 15.0 W/(m K)
largest conductivity error: 1.19 W/(m K)
same, relative to mean: 9.5 %
wafer miscut (rough input): 6.0 deg
[100] to surface normal, miscut toward a: 7.80 deg
[100] to surface normal, miscut away from a: 19.80 deg
[100] to surface normal, miscut toward b: 15.02 deg
principal expansion 1 (rough input): 2.0e-06 1/K
principal expansion 2 (rough input): 7.0e-06 1/K
heating (input): 300 K
largest change of beta on heating: 0.083 deg
first-order bound on that change: 0.083 deg
tests ok
```
